# Thermal Breakdown at Fixed Voltage with Exponentially Rising Conductivity

## Definitions and conventions

A flat layer of thickness $d$ lies between two electrodes. Its surroundings stay at the absolute temperature $T_0$, and the layer is warmer by $\Delta T$, written dT in the numerical output. All quantities below refer to unit area of the layer.

- $V$ is the voltage, held fixed by the source. For alternating voltage it is the rms value.
- $G(\Delta T)=G_0e^{b\Delta T}$ is the conductance, with $b>0$ and $G_0=\sigma_0/d$, where $\sigma_0$ is the conductivity at $T_0$.
- $H\,\Delta T$ is the heat lost per unit time. With a cooling coefficient $h$ at each of two faces, $H=2h$.
- $C$ is the heat capacity, and $\tau=C/H$ is the thermal time.

The model assumes one temperature throughout the layer, a uniform current, and cooling proportional to $\Delta T$. For alternating voltage, the temperature must also change little within one period.

The result concerns the voltage

$$V_b=\sqrt{\frac{H}{e\,b\,G_0}},$$

where $e$ is the base of natural logarithms. For $0<V<V_b$ there are two steady states, a stable one with $\Delta T<1/b$ and an unstable one with $\Delta T>1/b$. They merge at $\Delta T=1/b$ when $V=V_b$, and for $V>V_b$ there is none. Steady states hotter than $1/b$ therefore do exist below $V_b$, but they are unstable. It is the stable state, followed upward in voltage, that ends at $1/b$.

## The energy balance

Joule heating supplies the power $GV^2$ and cooling removes $H\Delta T$. The difference warms the layer:

$$C\,\frac{d\Delta T}{dt}=G_0V^2e^{b\Delta T}-H\Delta T .$$

Multiply by $b/H$ and define

$$x=b\,\Delta T,\qquad L=\frac{bG_0V^2}{H}.$$

Since $C/H=\tau$, the balance becomes

$$\tau\frac{dx}{dt}=F(x),\qquad F(x)=Le^x-x .$$

The single number $L$ now contains the voltage, the material and the cooling. If the conductance kept its initial value $G_0$, the steady rise would be $G_0V^2/H$, so $L$ is that rise measured in units of $1/b$.

## Counting the steady states

A steady state has $F(x)=0$. Multiplying $Le^x=x$ by $e^{-x}$ puts the voltage on one side and the temperature on the other:

$$xe^{-x}=L .$$

The derivative of the left side is

$$\frac{d}{dx}\left(xe^{-x}\right)=(1-x)e^{-x}.$$

It is positive for $x<1$ and negative for $x>1$. Hence $xe^{-x}$ rises from $0$ at $x=0$ to its maximum $1/e$ at $x=1$, then falls towards zero. A horizontal line at height $L$ meets this curve twice if $0<L<1/e$, once if $L=1/e$, and nowhere if $L>1/e$. The limiting voltage follows from

$$\frac{bG_0V_b^2}{H}=\frac1e\quad\Longrightarrow\quad V_b^2=\frac{H}{e\,b\,G_0},$$

and the temperature there is $x=1$, that is, $\Delta T=1/b$.

The same point can be found by plotting heating and cooling against $\Delta T$. Heating is a convex curve and cooling a straight line. At the threshold they touch, so their values and their slopes agree:

$$G_0V^2e^{b\Delta T}=H\Delta T,\qquad bG_0V^2e^{b\Delta T}=H .$$

Dividing the first equation by the second gives $1/b=\Delta T$. The conductance has then grown by the factor $e^{1}\approx2.72$. A modest increase is enough, because what matters is the rate at which heating grows with temperature compared with the rate at which cooling does.

Two limits help to fix the meaning. For small $L$, the cool root of $x=Le^x$ is $x\approx L(1+L)$: ordinary Joule heating with a small correction. For $b\to0$ at fixed $G_0$ and $H$, $V_b\to\infty$: a constant conductance has a steady state at every voltage.

The roots can also be written with the Lambert function $W$, defined by $W(z)e^{W(z)}=z$. From $(-x)e^{-x}=-L$ one reads off $x=-W(-L)$. The branch $W_0$ gives the cool state and the branch $W_{-1}$ the hot one.

## Stability

Let $x=x_s+u$, where $x_s$ is a steady state and $u$ is small. To first order, $F(x_s+u)=F'(x_s)u$, because $F(x_s)=0$. Since $Le^{x_s}=x_s$,

$$F'(x_s)=Le^{x_s}-1=x_s-1,$$

and therefore

$$\frac{du}{dt}=-\frac{1-x_s}{\tau}\,u .$$

The deviation decays for $x_s<1$ and grows for $x_s>1$. As the threshold is approached the decay rate tends to zero, so recovery from a disturbance becomes slow.

Large disturbances are decided by the sign of $F$. The function $F$ is convex, so it is negative between its two roots and positive outside them. A layer heated temporarily to a point below the hot state cools back to the cool state. A layer heated beyond the hot state runs away, although $V<V_b$. Staying below $V_b$ therefore protects the layer only while disturbances remain below the hot state.

## Close to the threshold

Write $V=V_b(1-\delta)$ with small positive $\delta$. Because $L$ is proportional to $V^2$ and equals $1/e$ at $V_b$, the steady condition is

$$xe^{1-x}=(1-\delta)^2 .$$

Put $x=1-u$. The left side is $(1-u)e^u=1-u^2/2+\dots$, since the terms linear in $u$ cancel. The right side is $1-2\delta+\dots$. Equating them gives $u^2=4\delta$, so

$$x\approx1\mp2\sqrt{\delta},$$

with the upper sign for the cool state. The temperature of the cool state stays finite, but its slope against voltage becomes unbounded.

Now take $V=V_b(1+\delta)$, and let $\varepsilon=(V/V_b)^2-1\approx2\delta$. With $x=1+s$,

$$F=(1+\varepsilon)e^s-1-s\approx\varepsilon+\frac{s^2}{2}.$$

The neglected terms $\varepsilon s$ and $s^3/6$ are smaller in the region $s\sim\sqrt\varepsilon$, where $F$ is least and most of the time is spent. The time to pass through this region is

$$t\approx\tau\int_{-\infty}^{\infty}\frac{ds}{\varepsilon+s^2/2}
=\pi\tau\sqrt{\frac{2}{\varepsilon}}\approx\frac{\pi\tau}{\sqrt\delta}.$$

The integral follows from the substitution $s=\sqrt{2\varepsilon}\,y$ and $\int_{-\infty}^{\infty}dy/(1+y^2)=\pi$. A small overvoltage thus leads to runaway only after many thermal times. A test much shorter than this delay can miss the instability.

## Fixed current

The loss of the steady state depends on the source. If the current density $J$ is fixed instead, the heating is $J^2/G$, which falls as the layer warms:

$$\tau\frac{dx}{dt}=Me^{-x}-x,\qquad M=\frac{bJ^2}{G_0H}.$$

For $J\neq0$ the right side equals $M>0$ at $x=0$ and decreases steadily to $-\infty$, so there is one steady state for every current. There its derivative is $-Me^{-x}-1=-(1+x)$, and small uniform deviations decay at the rate $(1+x)/\tau$.

The voltage of this state follows from $GV^2=H\Delta T$, which holds in any steady state:

$$V^2=\frac{H}{bG_0}\,xe^{-x}.$$

This has its maximum $V_b^2$ at $x=1$. The current obeys $J^2=GH\Delta T=(G_0H/b)\,xe^x$, which rises with $x$ throughout. Beyond $\Delta T=1/b$, more current therefore goes with less voltage: the differential resistance is negative. These states are stable against uniform temperature changes at fixed current. Whether the current stays uniform over the area is a separate question that this one-temperature model cannot answer.

## Where the exponential comes from

For a thermally activated conductivity with activation energy $E_a$,

$$\sigma=\sigma_0\exp\left[\frac{E_a}{k}\left(\frac1{T_0}-\frac1T\right)\right],\qquad T=T_0+\Delta T,$$

where $k$ is Boltzmann's constant. The bracketed difference equals $\Delta T/(T_0T)$. For $\Delta T\ll T_0$ it is nearly $\Delta T/T_0^2$, which gives

$$b=\frac{E_a}{kT_0^2}.$$

The full law can be treated in the same way. In a steady state $V^2=H\Delta T/G$, and setting the derivative of $\ln V^2$ to zero gives

$$\frac{1}{T-T_0}=\frac{E_a}{kT^2}.$$

This is a quadratic equation for $T$. For $E_a>4kT_0$ its lower root is the maximum of $V$ at which the cool state ends:

$$T=\frac{E_a}{2k}\left[1-\sqrt{1-\frac{4kT_0}{E_a}}\right],\qquad
\Delta T\approx\frac1b\left(1+\frac{2kT_0}{E_a}\right).$$

The value $1/b$ is thus the leading result for small $kT_0/E_a$. Beyond the upper root the voltage rises again, because the Arrhenius conductivity saturates. The formula then has steady states even above the threshold, but for the glass plate below they lie beyond the upper root of about 9400 K, near $10^{11}$ K with linear cooling, where it no longer describes a solid. The statement that no steady state remains belongs to the pure exponential law.

## Worked example: a heated glass plate

Take a 2.0 mm plate with rough values typical of soda-lime glass at 150 °C ($T_0=423.15$ K): $\sigma_0=5.0\times10^{-9}$ S/cm and $E_a=0.85$ eV. Mobile ions carry the current, and a 50 Hz voltage limits their accumulation at the painted electrodes. Circulating oven air and radiation together give $h=2.50$ mW/(cm² K) per face.

The conductance is $G_0=5.0\times10^{-9}/0.20=2.50\times10^{-8}$ S/cm², and $H=2h=5.00$ mW/(cm² K). A density of 2.50 g/cm³ and a specific heat of 0.84 J/(g K) give

$$C=2.50\times0.84\times0.20=0.420\ \mathrm{J/(cm^2\,K)},$$

so $\tau=0.420/0.00500=84$ s. The activation energy gives $b=0.05509$ K⁻¹ and $1/b=18.15$ K. The threshold is

$$V_b=\sqrt{\frac{5.00\times10^{-3}}{2.718\times0.05509\times2.50\times10^{-8}}}\ \mathrm V\approx1156\ \mathrm V\ \text{rms}.$$

A numerical search that minimized the net heating over temperature, and then found the voltage at which this minimum vanishes, gave the same voltage and a rise of 18.15 K. A sweep of the current at steady state also found its highest voltage there.

At 1000 V,

$$L=\frac{0.05509\times2.50\times10^{-8}\times10^6}{5.00\times10^{-3}}=0.2754,$$

which is below $1/e=0.3679$. The two states lie at $\Delta T=7.6$ K ($x=0.419$) and $35.7$ K ($x=1.965$). Time integration from small deviations gave rates of $-0.581/\tau$ and $+0.965/\tau$, in agreement with $(x-1)/\tau$. With the current held at its value in the hot state, the rate was $-2.965/\tau$, in agreement with $-(1+x)/\tau$. Against uniform deviations, the same state is unstable under one source and stable under the other. This does not make the hot state stable in a real plate at fixed current. A deviation that warms one side of a strip of width $W$ and cools the other leaves the total current unchanged to first order. It grows at the rate $[x-1-(\pi\ell/W)^2]/\tau$, where $\ell=\sqrt{k_td/H}$ and $k_t$ is the thermal conductivity. With $k_t=10$ mW/(cm K), $\ell=0.63$ cm, and this rate is positive for $W$ above about 2 cm, so in a wider plate the current concentrates even at fixed total current.

At 99% of $V_b$ the states are at 14.8 K and 22.0 K, so in this model an extra heating of more than 7.3 K causes runaway. The square-root law with $\delta=0.01$ gives $0.8/b=14.5$ K and $1.2/b=21.8$ K.

At 1% above $V_b$, the model layer starting at $\Delta T=0$ takes 2362 s to reach $3/b$, about 54 K. The estimate $\pi\tau/\sqrt\delta$ gives 2639 s, which is 12% too long. At 5% above, the time is 907 s and the estimate 1180 s, 30% too long. The excess is about 275 s in both cases, a few thermal times, so its relative weight shrinks as the threshold is approached.

## The model beside a real plate

The conductivity of glass varies strongly with composition, and $V_b\propto\sigma_0^{-1/2}$ when the other parameters are fixed. A tenfold error in $\sigma_0$ changes $V_b$ by a factor of 3.2, so the calculated voltage is an estimate for the stated inputs, not a rating for glass plates. Real plates also depart from the exponential and linear laws. The full Arrhenius law alone gives 1182 V at 19.9 K. Full radiation alone, with emissivity 0.90 and the air part of the cooling held constant, gives 1180 V at 18.9 K. Both together give 1209 V at 20.9 K, which raises $V_b$ by 4.6%. Both act in the same direction, because conduction grows more slowly and cooling faster than assumed. At 1% above the simple $V_b$, or 1167 V, a plate that follows both full laws is still below its threshold of 1209 V and does not run away from rest. The heating margin and the runaway times in the worked example therefore belong to the simple model and are not predictions for a real plate at those voltages.

The temperature inside the plate is not quite uniform. For uniform heating $p$ per area, steady conduction gives a centre-to-face difference $pd/(8k_t)$, where $k_t$ is the thermal conductivity. At the threshold $p=H/b=90.8$ mW/cm². With $k_t=10$ mW/(cm K) the difference is 0.23 K, about 1% of $1/b$. Solving for the profile through the thickness lowers the threshold by 0.4%, to 1151 V. Inserting $p=2h/b$ shows that this fraction is $hd/(4k_t)$, so the one-temperature model requires $hd\ll4k_t$. Within that range, and at fixed $h$, $V_b=\sqrt{2hd/(eb\sigma_0)}$ grows as $\sqrt d$, while the breakdown field $V_b/d$ falls as $1/\sqrt d$.

The model also ignores heat flowing sideways into the glass outside the electrodes. This flow acts over the length $\ell=\sqrt{k_td/H}=0.63$ cm. For a disc electrode on a larger plate cooled equally everywhere, it raises the threshold by about 40% at a radius of 1 cm, 10% at 2.5 cm and 2% at 5 cm. The value of $V_b$ therefore applies only to electrodes much wider than $\ell$.

The remaining estimated effects are small. The temperature ripple is 0.34 mK. An assumed electrode capacitance of 1 μF/cm² takes 0.25 V at each electrode. An assumed extra loss tangent of 0.10 adds 0.39% to the heating at $T_0$, and field-assisted hopping over 1 nm adds about 0.002% to the conductivity.

The peak field at threshold, 8.2 kV/cm, is below 1% of a rough glass strength of 1 MV/cm. Thick plates can be weaker than this figure, but the margin is large. The field is 0.41 of a rough strength of 20 kV/cm for hot air. This comparison uses the uniform field in the plate. Field concentration at the electrode edges is not included, so surface discharge has to be excluded separately before a failure near $V_b$ is attributed to thermal runaway.

## Computed values

```
surroundings T0 = 423.15 K
activation energy = 0.85 eV
conductivity at T0 = 5.0e-09 S/cm
thickness = 2.0 mm
cooling per face = 2.50 mW/(cm2 K)
density = 2.50 g/cm3
specific heat = 0.84 J/(g K)
G0 = 2.50e-08 S/cm2; H = 5.00 mW/(cm2 K)
C = 0.420 J/(cm2 K); tau = 84.0 s
b = 0.05509 1/K; 1/b = 18.15 K
threshold V_b, formula = 1155.7 V rms
threshold by search = 1155.7 V rms
rise at threshold by search = 18.15 K
rms field at threshold = 5.78 kV/cm
heating at threshold = 90.8 mW/cm2
current density at threshold = 78.5 uA/cm2
working voltage = 1000 V; L = 0.2754
1/e = 0.3679
cool state: dT = 7.60 K, x = 0.419
hot state: dT = 35.67 K, x = 1.965
cool state rate times tau = -0.581
hot state rate times tau = 0.965
hot state, fixed J: rate times tau = -2.965
at 0.99 V_b: cool 14.75 K, hot 22.04 K
at 1.01 V_b: time to dT = 3/b is 2362 s
at 1.05 V_b: time to dT = 3/b is 907 s
delay estimate at 1.01 V_b = 2639 s
delay estimate at 1.05 V_b = 1180 s
current sweep: peak 1155.7 V at dT = 18.15 K
Arrhenius law: 1181.9 V at dT = 19.90 K
emissivity = 0.90
radiative part of h = 1.55 mW/(cm2 K)
full radiation: 1179.6 V at dT = 18.92 K
both corrections: 1208.9 V at dT = 20.93 K
shift of V_b by both = 4.6 %
thermal conductivity = 10.0 mW/(cm K)
centre minus face temperature = 0.23 K
frequency = 50 Hz
temperature ripple amplitude = 0.34 mK
electrode capacitance = 1.0 uF/cm2
voltage lost per electrode = 0.25 V rms
relative permittivity = 7.0
extra loss tangent = 0.10
extra loss / conduction at T0 = 0.39 %
ion hop length = 1.0 nm
field-assisted hopping gain = 0.0019 %
peak field at threshold = 8.17 kV/cm
rough glass strength = 1 MV/cm
peak field / glass strength = 0.0082
rough hot-air strength = 20 kV/cm
peak field / air strength = 0.41
```
